\section*{Vibrations of tetrahedral MX4: mode symmetries and the silent breathing stretch}

\section{What symmetry and dimensions already fix}

Let a metal atom M sit at the centre of a regular tetrahedron of four equal atoms X. Consider a vibration that keeps the full symmetry of the tetrahedron. The displacement of M is a vector at the centre, and it must be unchanged by every symmetry operation. A half-turn about the $z$ axis reverses $x$ and $y$ components, and a half-turn about the $x$ axis reverses $z$ components. No nonzero vector survives both, so M stays at rest. The same argument applies to the dipole moment, which must vanish.

With M at rest, the mass $m_X$ alone enters the kinetic energy. If $f$ is a force constant (energy per length squared), the combination with the dimension of a squared frequency is
\begin{equation}
\omega^2=c\,\frac{f}{m_X},
\end{equation}
where $c$ is a pure number. It remains to show that such a vibration exists, that there is one of it, and what $c$ and $f$ are.

\section{Assumptions and theorem}

Atomic units are used in the algebra ($\hbar=m_e=e=1$), so that $\omega$ is also the energy of a vibrational quantum. The assumptions are as follows.

\begin{enumerate}
\item The molecule is neutral and isolated, and its stable equilibrium is a regular tetrahedron with bond length $r_0$.
\item The four X nuclei have the same charge and the same mass $m_X$. The metal has mass $m_M$.
\item The electronic ground state is nondegenerate. The nuclei move on its Born--Oppenheimer surface $V$, which does not depend on the nuclear masses.
\item Vibrations are harmonic, their coupling to rotation is neglected, and infrared absorption is of electric-dipole type.
\end{enumerate}

Let $W(r)$ be the value of $V$ when all four bonds have length $r$ and the shape is a regular tetrahedron.

\paragraph{Theorem.} (a) The nine vibrations have the symmetries
\begin{equation}
\Gamma_{\rm vib}=A_1+E+2T_2 .
\end{equation}
(b) The $A_1$ mode is the breathing stretch, with M at rest, and
\begin{equation}
\omega_{A_1}^2=\frac{W''(r_0)}{4m_X},
\label{main}
\end{equation}
which is independent of $m_M$. (c) The dipole moment is zero along the breathing path, and the $A_1$ fundamental is infrared inactive.

\section{The group and its characters}

\paragraph{Lemma 1.} The tetrahedron has 24 symmetry operations, with the characters given in the table below.

\emph{Proof.} Place the X atoms along the unit vectors
\begin{align}
\mathbf n_1&=\tfrac{1}{\sqrt3}(1,1,1), & \mathbf n_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\nonumber\\
\mathbf n_3&=\tfrac{1}{\sqrt3}(-1,1,-1), & \mathbf n_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\end{align}
In each of them the product of the three signs is positive. Any permutation of the axes combined with an even number of sign changes preserves this property. There are $6\times4=24$ such operations $R$. There can be no more, because $R$ is fixed by how it permutes the four vertices, and there are $4!=24$ permutations.

The determinant of $R$ is the parity of the axis permutation, since the signs multiply to $+1$. The trace counts the axes left in place, with their signs. The unpermuted axes give the identity (trace 3) and three half-turns $C_2$ (trace $-1$). The two cyclic permutations give eight rotations $C_3$ (trace 0). The three exchanges of two axes give twelve operations of determinant $-1$: six reflections $\sigma_d$, where the third axis keeps its sign (trace 1), and six rotation-reflections $S_4$, where it is reversed (trace $-1$).

Five representations follow directly. $A_1$ assigns 1 to every $R$, and $A_2$ assigns $\det R$. An ordinary vector gives $T_2$, with character ${\rm tr}\,R$. An axial vector gives $T_1$, with character $\det R\,{\rm tr}\,R$. Finally, $x^2,y^2,z^2$ are permuted without signs, with character $(3,0,3,1,1)$; removing the invariant sum $x^2+y^2+z^2$ subtracts 1 and leaves $E$.
\begin{equation}
\begin{array}{c|rrrrr}
 & 1 & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
A_1&1&1&1&1&1\\
A_2&1&1&1&-1&-1\\
E&2&-1&2&0&0\\
T_1&3&0&-1&1&-1\\
T_2&3&0&-1&-1&1
\end{array}
\end{equation}
The standard criterion for irreducibility is that the squared character, summed over the group, equals 24. For $E$ the sum is $4+8+12=24$; for $T_1$ and $T_2$ it is $9+3+6+6=24$; for $A_1$ and $A_2$ it is plainly 24. $\square$

By the orthogonality of irreducible characters, a representation with character $\chi$ contains the irreducible one $\Gamma$
\begin{equation}
n_\Gamma=\frac1{24}\sum_R\chi_\Gamma(R)\,\chi(R)
\label{reduce}
\end{equation}
times. One further fact will be used repeatedly.

\paragraph{Lemma 2.} Let a linear map $L$ commute with the symmetry operations and act on an irreducible space of type $\Gamma$. If the target space does not contain $\Gamma$, then $L=0$.

\emph{Proof.} The vectors sent to zero form a subspace that the group maps into itself. By irreducibility it is either the whole space, so that $L=0$, or the zero vector alone. In the second case the image would be a copy of $\Gamma$ in the target, contrary to assumption. $\square$

\section{Symmetries of the vibrations}

\paragraph{Proof of part (a).} Five atoms have 15 displacement components. An operation carries the displacement of each atom to the site where that atom lands and rotates it by $R$. An atom that changes site contributes nothing to the diagonal of the $15\times15$ matrix; an unmoved atom contributes ${\rm tr}\,R$. Hence $\chi(R)=N(R)\,{\rm tr}\,R$, with $N$ the number of unmoved atoms. All five stay under the identity, M and one X under $C_3$, M alone under $C_2$ and $S_4$, and M and two X under $\sigma_d$. In the order of the table,
\begin{equation}
N=(5,2,1,1,3),\qquad \chi=(15,0,-1,-1,3).
\end{equation}
Equation (\ref{reduce}), with the number of operations in each column, gives
\begin{align}
n_{A_1}&=(15+0-3-6+18)/24=1,\nonumber\\
n_{A_2}&=(15+0-3+6-18)/24=0,\nonumber\\
n_E&=(30+0-6+0+0)/24=1,\nonumber\\
n_{T_1}&=(45+0+3-6-18)/24=1,\nonumber\\
n_{T_2}&=(45+0+3+6+18)/24=3 .
\end{align}
The dimensions add up: $1+2+3+9=15$.

A translation moves all atoms by one vector, so translations form $T_2$. A small rotation moves an atom at $\mathbf x$ by $\boldsymbol\varphi\times\mathbf x$. Since $R(\boldsymbol\varphi\times\mathbf x)=\det R\,(R\boldsymbol\varphi)\times(R\mathbf x)$, rotations form $T_1$. The vibrations are the displacements orthogonal to both in the mass-weighted scalar product. The operations preserve this product, because they exchange equal masses only, so the characters subtract:
\begin{equation}
(A_1+E+T_1+3T_2)-T_1-T_2=A_1+E+2T_2 .\qquad\square
\end{equation}

\paragraph{Remark: stretches and bends.} The four bond-length changes are permuted by the group. Their character counts the unmoved X atoms and is $(4,1,0,0,2)$. It contains $A_1$ $(4+8+12)/24=1$ time and $T_2$ $(12+12)/24=1$ time, which exhausts the four dimensions. By Lemma 2, an $E$ vibration changes no bond length to first order and is a pure bend. The two $T_2$ vibrations may mix stretching and bending, in a proportion that symmetry leaves open.

\section{The breathing mode}

\paragraph{Lemma 3.} Every totally symmetric displacement is a multiple of the breathing displacement $\mathbf b$, in which M is at rest and each X moves by $\mathbf n_i$.

\emph{Proof.} Since $n_{A_1}=1$, the invariant displacements form a line. Every $R$ carries $\mathbf n_i$ into the vector $\mathbf n_j$ of the site to which atom $i$ moves, so $\mathbf b$ is invariant and spans that line. $\square$

\paragraph{Proof of part (b).} Let $H$ be the $15\times15$ matrix of second derivatives of $V$ at equilibrium. $V$ is unchanged when the molecule is rotated or reflected and when equal nuclei are exchanged, so $H$ commutes with all 24 operations. Therefore $H\mathbf b$ is itself invariant, and by Lemma 3
\begin{equation}
H\mathbf b=f\,\mathbf b
\end{equation}
with some number $f$. For the displacement $s\mathbf b$ the force is $-H(s\mathbf b)=-fs\,\mathbf b$. It vanishes on M and equals $-fs\,\mathbf n_i$ on each X. Newton's equations then reduce to one,
\begin{equation}
m_X\ddot s=-fs ,\qquad \omega^2=\frac{f}{m_X}.
\end{equation}
To identify $f$, expand the energy. The linear term vanishes at equilibrium, and $\mathbf b\cdot\mathbf b=4$ because four unit vectors contribute:
\begin{equation}
W(r_0+s)-W(r_0)=\tfrac12s^2\,\mathbf b\cdot H\mathbf b=\tfrac12(4f)s^2 .
\end{equation}
Thus $W''(r_0)=4f$, which gives (\ref{main}). The undetermined number of the opening section is $c=1$ if $f$ is the curvature per bond, $W''/4$. $\square$

\paragraph{Remark: what is held fixed.} The statement compares isotopes of one metal, for which $V$ is the same. Another metal element changes $W$ and with it the frequency. Replacing all four X by another isotope scales $\omega_{A_1}$ as $m_X^{-1/2}$.

\paragraph{Remark: the $E$ mode.} The displacement of M is a vector, of type $T_2$. By Lemma 2 it vanishes in the $E$ vibrations too, so their frequency is also independent of $m_M$. What distinguishes $A_1$ is that it is the one stretch for which symmetry guarantees this property.

\section{Infrared inactivity}

\paragraph{Proof of part (c).} Rotating or reflecting a molecule does the same to its dipole moment $\boldsymbol\mu$. At every point of the breathing path the operation $R$ returns the same arrangement of nuclei, up to an exchange of equal ones. As long as the electronic state stays nondegenerate, it follows that
\begin{equation}
\boldsymbol\mu(s)=R\,\boldsymbol\mu(s)\quad\text{for all }R .
\end{equation}
The half-turns about $x$ and $z$ give $\boldsymbol\mu(s)=0$, hence also $\partial\boldsymbol\mu/\partial s=0$. With a dipole linear in the displacements, the amplitude of the $0\to1$ transition is proportional to this derivative and vanishes.

The curvature of the dipole function does not change this. In the harmonic approximation the ground state depends on each degenerate set of coordinates through its sum of squares, and is invariant. The state with one $A_1$ quantum has an additional factor $s$, which is invariant as well. The transition integral $\mathbf v=\langle1|\boldsymbol\mu|0\rangle$ therefore satisfies $\mathbf v=R\mathbf v$ for all $R$, and $\mathbf v=0$. $\square$

\paragraph{Remark: bond dipoles.} The absence of absorption does not mean that the bonds are unpolar. If each bond carries a dipole $p(r)\mathbf n_i$, stretching changes every $p$, but
\begin{equation}
\sum_{i=1}^4p(r)\,\mathbf n_i=p(r)\sum_{i=1}^4\mathbf n_i=0 .
\end{equation}
For the other modes, the dipole derivative is a linear map into a vector space of type $T_2$. By Lemma 2 it vanishes for $E$, so the two $T_2$ fundamentals are the ones that symmetry allows.

\section{A valence force field}

\paragraph{Corollary.} Take the model potential
\begin{equation}
V=\tfrac12k\sum_i\Delta r_i^2+k'\sum_{i<j}\Delta r_i\Delta r_j+\tfrac12k_\theta r_0^2\sum_{i<j}\Delta\theta_{ij}^2 .
\end{equation}
Then
\begin{equation}
\omega_{A_1}^2=\frac{k+3k'}{m_X},\qquad \omega_E^2=\frac{3k_\theta}{m_X}.
\label{model}
\end{equation}

\emph{Proof.} In the breathing motion all $\Delta r_i=s$ and all angles are unchanged. There are four bonds and six pairs, so $W=W(r_0)+2ks^2+6k's^2$. Hence $W''=4k+12k'$, and (\ref{main}) gives the first formula.

For $E$, let M rest and let X atom $i$ move by
\begin{equation}
\mathbf u_i=\tfrac{a}{\sqrt2}(-n_{ix},-n_{iy},2n_{iz}).
\end{equation}
This is the gradient pattern of $2z^2-x^2-y^2$, a member of $E$. Since $n_{ix}^2=n_{iy}^2=n_{iz}^2=\frac13$, one finds $|\mathbf u_i|=a$ and $\mathbf u_i\cdot\mathbf n_i=0$. The angles change according to
\begin{equation}
\delta\cos\theta_{ij}=\frac{\mathbf u_i\cdot\mathbf n_j+\mathbf n_i\cdot\mathbf u_j}{r_0}
=\frac{\sqrt2\,a}{r_0}\left(-n_{ix}n_{jx}-n_{iy}n_{jy}+2n_{iz}n_{jz}\right).
\end{equation}
The bracket is $\frac43$ for the two pairs on the same side in $z$ and $-\frac23$ for the other four. With $\cos\theta=-\frac13$, $\sin\theta=2\sqrt2/3$ and $\delta\theta=-\delta\cos\theta/\sin\theta$, the changes are $-2a/r_0$ twice and $+a/r_0$ four times. The potential energy is $\frac12k_\theta(2\cdot4+4\cdot1)a^2=\frac12(12k_\theta)a^2$, and the kinetic energy is $\frac12(4m_X)\dot a^2$.

It remains to see that this is a normal mode. $E$ occurs once among the 15 displacements, so by Lemma 2 $H$ maps the $E$ space into itself. $H$ is symmetric and has an eigenvector there; its eigenspace is invariant and hence the whole $E$ space. The ratio $12k_\theta/(4m_X)$ is thus $\omega_E^2$. $\square$

\paragraph{Remark: a very heavy metal.} For $m_M\to\infty$ the metal is a fixed point also in the $T_2$ vibrations. Let the two bonds with $n_{iz}>0$ stretch by $s$ and the other two shrink by $s$. Two pairs then have product $+s^2$ and four have $-s^2$, so the energy is $2ks^2-2k's^2=\frac12\,4(k-k')s^2$. The kinetic energy is $\frac12(4m_X)\dot s^2$. With M fixed, this radial motion does not mix with the tangential bends in this model, and
\begin{equation}
\omega_{T_2,\rm stretch}^2\to\frac{k-k'}{m_X}.
\label{heavy}
\end{equation}
For $k'>0$ this lies below $\omega_{A_1}^2$.

\section{Worked example}

The parameters are round model values and represent no particular substance: $r_0=2.2$ angstrom, $k=16$, $k'=0.5$ and $k_\theta=1$ eV/angstrom$^2$, and $m_X=60000$ electron masses. The curvature per bond is $f=16+3\times0.5=17.5$ eV/angstrom$^2$. In these units $\hbar^2/m_e=7.62$ eV\,angstrom$^2$, so that
\begin{equation}
\hbar\omega_{A_1}=\sqrt{\frac{7.62\times17.5}{60000}}\ \text{eV}=0.0471\ \text{eV},
\end{equation}
or 380 cm$^{-1}$. From (\ref{model}), $\hbar\omega_E=0.0471\sqrt{3/17.5}=0.0195$ eV.

Diagonalizing the full Hessian for three metal masses (in electron masses) gives, in eV,
\begin{equation}
\begin{array}{c|cccc}
m_M & E & T_2\text{ (lower)} & A_1 & T_2\text{ (upper)}\\ \hline
100000&0.0195&0.0213&0.0471&0.0612\\
200000&0.0195&0.0197&0.0471&0.0531\\
400000&0.0195&0.0183&0.0471&0.0488
\end{array}
\end{equation}
The $A_1$ and $E$ columns do not move, while both $T_2$ levels fall as the metal gets heavier. The lower $T_2$ level crosses $E$ on the way. The upper one approaches $A_1$; its limit from (\ref{heavy}) is $0.04714\sqrt{15.5/17.5}=0.0444$ eV, so in this model it must pass below $A_1$ at some still larger mass.

The metal's share of the mass-weighted squared displacement is zero in $A_1$ and $E$. In the $T_2$ modes at $m_M=100000$ it is 0.202 (lower) and 0.504 (upper). Along one direction, the shares in the two $T_2$ modes and in the translation must add to 1, since the normal modes form a complete orthonormal set. The translation has the share $m_M/(m_M+4m_X)=100/340=0.294$, and indeed $0.202+0.504+0.294=1.000$. The sum of the two vibrational shares must therefore fall with growing $m_M$, but a single one need not: the lower mode has 0.2020, 0.2258 and 0.1945 for the three masses.

The charge on each X is modelled as $-0.3$ e at $r_0$, with slope $-0.2$ e/angstrom. Stretching one bond changes the dipole at the rate $|-0.3-0.2\times2.2|=0.74$ e. Lengthening all four by 0.1 angstrom leaves it at zero. At $m_M=100000$ the $0\to1$ transition dipoles, combined over the three partners, are 0.050 and 0.090 e\,angstrom for the lower and upper $T_2$ modes; those of $A_1$ and $E$ vanish to the printed digits.

\paragraph{Remark: unequal X isotopes.} Let atom 1 have the mass $m'\neq m_X$. The potential keeps its symmetry, but a pure breathing motion would now carry the momentum
\begin{equation}
\dot s\sum_i m_i\mathbf n_i=\dot s\,(m'-m_X)\,\mathbf n_1\neq0 ,
\end{equation}
because $\sum_i\mathbf n_i=0$. A vibration has no total momentum, so the motion must change, and both conclusions of the theorem can fail. With $m'=64000$ electron masses, the breathing-like mode lies at 0.046753 eV for $m_M=100000$ and at 0.046714 eV for $m_M=200000$. Between these two masses the dependence is weak, a shift of $-0.000039$ eV, but it is there. The mode also acquires transition dipoles of about 0.002 and 0.004 e\,angstrom, small beside those of the upper $T_2$ mode. Both effects are small because the upper $T_2$ level is still far from $A_1$ at these masses. The unequal masses couple the breathing motion to the $T_2$ component along $\mathbf n_1$, and near the larger metal mass at which the upper $T_2$ level meets $A_1$ the two mix strongly.

\paragraph{Remark: other limits of validity.} Surroundings that lower the tetrahedral symmetry remove the argument for $\boldsymbol\mu=0$. Anharmonicity affects the two conclusions differently. The infrared inactivity survives: the anharmonic terms of $V$ are invariant under all $R$, so they mix invariant states only with invariant states, and $\mathbf v=R\mathbf v$ still gives $\mathbf v=0$. The mass independence survives only classically. In classical breathing of any amplitude the force is still invariant, so M stays at rest and $4m_X\ddot s=-W'(r_0+s)$ contains no $m_M$. In quantum mechanics the $T_2$ coordinates have zero-point motion whose extent depends on $m_M$. Terms in $V$ proportional to $s$ or to $s^2$ times the sum of squares of a $T_2$ set are allowed by symmetry, and they pass a dependence on $m_M$ to the $A_1$ level. The quartic term acts in first order of perturbation theory and the cubic one in second order, where it couples one $A_1$ quantum to two $T_2$ quanta. The effect is small unless $\omega_{A_1}$ is close to the energy of two such quanta (Fermi resonance). The mass independence of the quantum level is therefore a harmonic result. The numerical output that follows lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
class: operations, unmoved atoms, trace of R, character
  E: 1, 5, 3, 15
  C3: 8, 2, 0, 0
  C2: 3, 1, -1, -1
  S4: 6, 1, -1, -1
  sigma_d: 6, 3, 1, 3
all 15 displacements: A1 + E + T1 + 3T2
nine vibrations: A1 + E + 2T2
four bond stretches: A1 + T2
r0 = 2.2 angstrom; m_X = 60000 electron masses
k = 16.0, k' = 0.5, k_theta = 1.0 eV/angstrom^2
X charge = -0.3 e, slope = -0.2 e/angstrom
W'' from breathing curve = 70.0000 eV/angstrom^2
W''/4 = 17.5000 eV/angstrom^2
A1 energy from formula = 0.047143 eV
A1 wavenumber from formula = 380.2 cm^-1
m_M = 100000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  E: 0.019519, 0.0000, 0.00000
  T2: 0.021290, 0.2020, 0.05021
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.061241, 0.5038, 0.09000
m_M = 200000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  E: 0.019519, 0.0000, 0.00000
  T2: 0.019738, 0.2258, 0.05255
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.053137, 0.3197, 0.07672
m_M = 400000 electron masses: mode, energy (eV), metal share, 0->1 dipole (e*angstrom)
  T2: 0.018326, 0.1945, 0.05362
  E: 0.019519, 0.0000, 0.00000
  A1: 0.047143, 0.0000, 0.00000
  T2: 0.048805, 0.1805, 0.06765
dipole slope, one bond stretched = 0.7400 e
dipole, all bonds longer by 0.1 angstrom = 0.000000 e*angstrom
control: one X of mass 64000 electron masses
  m_M = 100000: breathing-like mode 0.046753 eV, 0->1 dipole 0.00205 e*angstrom
  m_M = 200000: breathing-like mode 0.046714 eV, 0->1 dipole 0.00446 e*angstrom
  shift between the two metal masses = -0.000039 eV
\end{verbatim}
